# How Smearing Moves the Chemical Potential of a Charged Two-Dimensional Channel

## Problem

A monolayer semiconductor forms the channel of a field-effect transistor. In its on state the channel holds \(n=10^{13}\ \mathrm{cm^{-2}}=0.100\ \mathrm{nm^{-2}}\) added electrons. An electronic-structure calculation represents it by a charged cell, with the compensating charge placed elsewhere. Near the conduction-band edge take

\[
E(\mathbf k)=\frac{\hbar^2k^2}{2m},\qquad m=0.5\,m_e,
\]

with \(\mathbf k\) measured from the valley centre and total degeneracy \(g=4\): two spins times two valleys. The band edge is the zero of energy and is held fixed, and no other band takes up charge.

(a) Find the chemical potential \(\mu\) for sharp occupation, and show that it lies 0.024 eV above the band edge.

(b) The occupations are now smeared with a Fermi-Dirac function of width \(\sigma=0.1\) eV at the same \(n\). Show that \(\mu\) lies 0.13 eV below the edge.

(c) At what width does \(\mu\) cross the edge? Examine narrow and wide smearing, and find \(dn/d\mu\).

(d) Compare \(\sigma=0.1\) eV with the thermal width at 300 K on finite k meshes.

(e) Estimate several effects that the one-band model leaves out.

## Solution

### (a) Sharp occupation

In a periodic area \(A\), each allowed wave vector occupies an area \((2\pi)^2/A\) of k space. A disc of radius \(k\) therefore holds, per unit area of the channel,

\[
N(E)=g\,\frac{\pi k^2}{(2\pi)^2}=\frac{g k^2}{4\pi}
=\frac{g m}{2\pi\hbar^2}\,E
\]

states, where the last step uses \(k^2=2mE/\hbar^2\). The density of states is the derivative,

\[
D=\frac{dN}{dE}=\frac{g m}{2\pi\hbar^2},
\]

which is constant above the edge and zero below it. Spin is already contained in \(g\), so no further factor of two enters.

With \(\hbar^2/m_e=0.0762\ \mathrm{eV\,nm^2}\),

\[
D=\frac{4\times0.5}{2\pi\times0.0762}
=4.18\ \mathrm{eV^{-1}\,nm^{-2}}.
\]

Sharp occupation fills all states up to \(E_F\) and none above it. Hence \(n=DE_F\), and

\[
\mu=E_F=\frac nD=\frac{0.100}{4.18}\ \mathrm{eV}=0.024\ \mathrm{eV}.
\]

The radius of each filled disc follows from \(n=gk_F^2/(4\pi)\):

\[
k_F=\sqrt{4\pi n/g}=0.56\ \mathrm{nm^{-1}}.
\]

### (b) Smeared occupation

Each state now has occupation

\[
f(E)=\frac{1}{e^{(E-\mu)/\sigma}+1}
=\frac{e^{-(E-\mu)/\sigma}}{1+e^{-(E-\mu)/\sigma}}.
\]

The second form is the derivative of \(-\sigma\ln[1+e^{-(E-\mu)/\sigma}]\) with respect to \(E\). This logarithm vanishes as \(E\to\infty\), so the lower limit alone contributes:

\[
n=D\int_0^\infty f(E)\,dE
=D\sigma\ln\!\left(1+e^{\mu/\sigma}\right).
\]

The density is unchanged, so \(n=DE_F\) may be inserted, where \(E_F\) is still the sharp result. Dividing by \(D\sigma\) and exponentiating gives

\[
e^{E_F/\sigma}=1+e^{\mu/\sigma},
\]

and therefore

\[
\boxed{\mu=\sigma\ln\!\left(e^{E_F/\sigma}-1\right)}.
\]

Here \(E_F/\sigma=0.2394\) and \(e^{0.2394}-1=0.2705\). Thus

\[
\mu=(0.1\ \mathrm{eV})\ln(0.2705)=-0.131\ \mathrm{eV}.
\]

The chemical potential has moved down by 0.155 eV, although neither the charge nor the band has changed.

A chemical potential below the edge does not mean an empty band. The high-energy tail of \(f\) extends over many states. If \(\mu\) were at the edge, the band would hold \(D\sigma\ln2=0.290\ \mathrm{nm^{-2}}\), nearly three times the required density. To hold only \(0.100\ \mathrm{nm^{-2}}\), \(\mu\) must fall into the gap.

The sign refers to the band edge. If a different potential reference adds a constant \(U\) to every band energy, \(\mu\) also rises by \(U\), and their difference is unchanged. This matters in a charged cell, where the absolute zero of potential depends on the chosen electrostatic reference.

### (c) Crossing, limits and response

Setting \(\mu=0\) gives \(e^{E_F/\sigma}=2\), so the crossing width is

\[
\sigma_0=\frac{E_F}{\ln2}=0.035\ \mathrm{eV}.
\]

To see that there is one crossing, put \(x=E_F/\sigma\) and differentiate at fixed \(n\):

\[
\frac{d\mu}{d\sigma}
=\ln(e^x-1)-\frac{x e^x}{e^x-1}.
\]

The first term is less than \(x\), and the fraction is greater than \(x\). The derivative is therefore negative: \(\mu\) falls steadily as \(\sigma\) grows, and is below the edge for every \(\sigma>\sigma_0\).

For narrow smearing, factor out \(e^{E_F/\sigma}\):

\[
\mu=E_F+\sigma\ln(1-e^{-E_F/\sigma})
\simeq E_F-\sigma e^{-E_F/\sigma},
\qquad \sigma\ll E_F.
\]

The correction is exponentially small because the density of states is constant around \(E_F\). The smearing notices the band edge only through the tail of \(f\).

For wide smearing, use \(e^x-1=x(1+x/2+\cdots)\):

\[
\mu\simeq\sigma\ln\frac{E_F}{\sigma}+\frac{E_F}{2},
\qquad \sigma\gg E_F.
\]

The first term is the Boltzmann result, here \(-0.143\) eV. Adding \(E_F/2\) gives \(-0.131\) eV, so the example already lies near this limit.

The response at fixed \(\sigma\) and fixed band edge is

\[
\frac{dn}{d\mu}
=D\,\frac{e^{\mu/\sigma}}{1+e^{\mu/\sigma}}
=D\left(1-e^{-E_F/\sigma}\right).
\]

The fraction is the occupation at the band edge, equal to 0.213 in part (b). The quantum capacitance per area, \(C_q=e^2\,dn/d\mu\), consequently falls from 67 \(\mathrm{\mu F/cm^2}\) for sharp occupation to 14 \(\mathrm{\mu F/cm^2}\) at \(\sigma=0.1\) eV. Smearing thus changes the apparent quantum capacitance as well as the level position. In a transistor the effect on the total gate capacitance is smaller, because the oxide is in series: with 1 nm of silicon dioxide, about 3.5 \(\mathrm{\mu F/cm^2}\), the total falls only from 3.3 to 2.8 \(\mathrm{\mu F/cm^2}\). These values are for non-interacting electrons with the edge held fixed. Interactions move the levels as \(n\) changes: the unscreened exchange energy \(-(2/\pi)Ck_F\) of part (e) grows as \(\sqrt n\) and, for \(\varepsilon_r=4\) and sharp filling, adds \(-0.64\ \mathrm{eV\,nm^2}\) to \(d\mu/dn\), against \(1/D=0.24\ \mathrm{eV\,nm^2}\). The sum is negative, and the total capacitance would then be about 3.8 \(\mathrm{\mu F/cm^2}\), above the oxide value. The figures above show the effect of smearing within the model and are not predictions for a device.

### (d) Device temperature and k mesh

Formally, \(\sigma=k_BT\). The width 0.1 eV corresponds to 1160 K, whereas 300 K corresponds to 0.0259 eV. Inserting the latter in the boxed formula gives \(\mu=+0.011\) eV. At room temperature, this model therefore places \(\mu\) above the edge.

Wide smearing is useful because a charged pocket can be small compared with the mesh spacing. Take a square model cell of side \(a=0.3\) nm, with each pocket centred on a mesh point. On an \(M\times M\) mesh, the condition

\[
n=\frac{g}{M^2a^2}\sum_{\mathbf k}f(E(\mathbf k))
\]

was solved numerically for \(\mu\).

| Mesh | Spacing (nm⁻¹) | \(\mu\), 0.1 eV width (eV) | \(\mu\), 300 K (eV) |
|---|---:|---:|---:|
| 12 × 12 | 1.745 | −0.1318 | −0.0190 |
| 24 × 24 | 0.873 | −0.1308 | 0.0131 |
| 48 × 48 | 0.436 | −0.1308 | 0.0109 |

The coarsest mesh gives the wrong sign at 300 K. Its spacing exceeds \(k_F\), so only the central point lies inside the sharp pocket. The nearest neighbours lie at 0.23 eV, about nine thermal widths above the edge, and are almost empty. The central point must carry nearly all the charge, which requires

\[
f(0)\simeq\frac{nM^2a^2}{g}
=\frac{0.00900\times144}{4}=0.324.
\]

An occupation below one half puts \(\mu\) below that point's energy:

\[
\mu\simeq k_BT\ln\frac{0.324}{1-0.324}=-0.019\ \mathrm{eV}.
\]

This negative value is a mesh error, and its sign depends on the mesh point at the pocket centre; a coarse mesh that misses the centre can instead put \(\mu\) too high. The value \(-0.131\) eV is different: it persists on the finer meshes and is the converged answer for the wide smearing. Mesh convergence at one \(\sigma\) does not show that the result is close to the sharp or room-temperature one.

### (e) What the one-band model leaves out

**Satellite valleys.** Suppose that further valleys lie 0.15 eV above the edge, with total degeneracy 6 and mass \(0.6\,m_e\). The condition on the electron density becomes

\[
n=\sum_i D_i\sigma\ln\!\left[1+e^{(\mu-E_i)/\sigma}\right],
\]

where \(E_i\) and \(D_i\) are the edge and density of states of valley set \(i\). A numerical solution at \(\sigma=0.1\) eV gives \(\mu=-0.170\) eV, with 30% of the electrons in the satellites. At 300 K their share is 0.9% and they lower \(\mu\) by 0.35 meV. With sharp occupation they are empty, since \(E_F<0.15\) eV. Wide smearing can therefore put charge in the wrong valleys.

**Band shape and splitting.** For \(E(1+\alpha E)=\hbar^2k^2/(2m)\) with \(\alpha=0.5\ \mathrm{eV^{-1}}\), numerical integration over k lowers the smeared \(\mu\) by 0.011 eV. If half the states instead start 0.01 eV higher, the smeared \(\mu\) rises by 0.005 eV relative to the lower edge. An anisotropic parabolic mass needs no correction if \(m=\sqrt{m_xm_y}\), because the area of the constant-energy ellipse depends on that product.

**Holes.** For a valence band of equal mass and degeneracy below a 1.8 eV gap, the hole density at the calculated \(\mu\) is about \(2\times10^{-7}n\). It is negligible here.

**Exchange.** Electrons of the same spin and valley also exchange. Let \(C=e^2/(4\pi\varepsilon_0\varepsilon_r)\). For sharp filling and an unscreened interaction, the exchange energy of a state is

\[
\Sigma(\mathbf k)=-\frac{C}{2\pi}\int_{q<k_F}\frac{d^2q}{|\mathbf k-\mathbf q|}.
\]

At \(k=0\), the angular integral gives \(2\pi\), so \(\Sigma(0)=-Ck_F\). At \(k=k_F\), use polar coordinates centred on that point. The disc is crossed by chords of length \(2k_F\cos\theta\), and

\[
\Sigma(k_F)=-\frac{C}{2\pi}\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta
=-\frac{2}{\pi}Ck_F.
\]

The distance from edge to Fermi level thus grows by \((1-2/\pi)Ck_F\), or 0.073 eV for \(\varepsilon_r=4\). This is about three times \(E_F\). It is not a correction to add, because screening and correlation are absent from it. Static Thomas-Fermi screening by the same electrons replaces \(1/|\mathbf k-\mathbf q|\) by \(1/(|\mathbf k-\mathbf q|+q_s)\), with \(q_s=2\pi CD=9.4\ \mathrm{nm^{-1}}\). Since \(q_s\) is much larger than \(k_F\), the exchange energy becomes nearly the same for all filled states, and in this simple estimate the widening falls to about 0.15 meV. The unscreened value therefore overstates the effect, but the static estimate does not show that it is negligible. The electrons are strongly interacting at this density (\(q_s\approx17k_F\)). With frequency-dependent screening in the random-phase approximation, evaluated at the unperturbed energies, the distance from edge to Fermi level instead shrinks by about 0.011 eV. That estimate is also rough, so the interaction correction is best regarded as uncertain on the scale of a sizeable fraction of \(E_F\).

### Reading the result for a device

The density, mass, valley offset and gap used here are rough typical values for a monolayer semiconductor channel, not data for a particular material. If one gate holds all the opposite charge, the field in an oxide of relative permittivity 3.9 is \(en/(\varepsilon_0\varepsilon_r)=4.6\) MV/cm. This is below a rough breakdown field of 10 MV/cm, though it does not guarantee low leakage or long life.

For a room-temperature channel, the one-band estimate is \(+0.011\) eV, not \(-0.131\) eV. The most direct remedy is to use \(\sigma=k_BT\) and refine the k mesh until \(\mu\) settles. This cures the artificial electronic temperature, but not the missing interactions or errors in the band structure. If a wider \(\sigma\) is kept to save mesh points, its level position, capacitance and valley populations belong to that wider distribution.
